# The Petersilka-Gossmann-Gross kernel and exact exchange for two electrons: verification in Python

```python
"""Petersilka-Gossmann-Gross (PGG) exchange kernel, closed shells:
    f(x,x') = -2 gamma(x,x')^2 w(x,x') / (n(x) n(x'))
gamma: density matrix of one spin; n = 2 gamma(x,x): total density;
w: electron repulsion (soft Coulomb in one dimension).
Claim: f is the exact exchange kernel, at all frequencies, when two
electrons share one orbital; for more electrons it is approximate.
Site orbitals are normalized to sum(phi^2) = 1, so n holds site occupations.
Atomic units inside, eV and angstrom in the printout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
length_A, soft_A, tilt_eV_A, sites = 4.0, 1.0, 0.5, 31
length, soft = length_A / BOHR, soft_A / BOHR
tilt = tilt_eV_A / HARTREE * BOHR


def make_grid(m):
    h = length / (m + 1)
    x = h * np.arange(1, m + 1) - length / 2
    kinetic = (np.eye(m) - 0.5 * np.eye(m, k=1) - 0.5 * np.eye(m, k=-1)) / h**2
    repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + soft**2)
    return x, kinetic, repulsion


def pair_factor(gamma):
    n = 2 * np.diag(gamma)
    return -2 * gamma**2 / np.outer(n, n)


def kohn_sham_pair(kinetic, v_ext, w):
    """Two electrons with local exchange potential -v_H/2."""
    n = np.full(len(v_ext), 2 / len(v_ext))
    for _ in range(300):
        v_s = v_ext + 0.5 * w @ n
        e, c = eigh(kinetic + np.diag(v_s))
        n_new = 2 * c[:, 0]**2
        change = np.max(abs(n_new - n))
        n = 0.5 * (n + n_new)
    assert change < 1e-11
    return e, c, v_s, n


def hartree_fock_pair(kinetic, v_ext, w):
    """Two electrons with the nonlocal exchange operator."""
    gamma = np.eye(len(v_ext)) / len(v_ext)
    for _ in range(300):
        fock = kinetic + np.diag(v_ext + w @ (2 * np.diag(gamma))) - w * gamma
        e, c = eigh(fock)
        new = np.outer(c[:, 0], c[:, 0])
        change = np.max(abs(new - gamma))
        gamma = 0.5 * (gamma + new)
    assert change < 1e-11
    return e, c


def casida(e, c, kernel):
    gaps = e[1:] - e[0]
    pairs = c[:, :1] * c[:, 1:]
    root = np.sqrt(gaps)
    matrix = np.diag(gaps**2) + 4 * np.outer(root, root) * (pairs.T @ kernel @ pairs)
    squares = eigh(matrix, eigvals_only=True)
    assert squares[0] > 0
    return np.sqrt(squares)


def tdhf(e, c, w, singlet):
    occ, virt = c[:, 0], c[:, 1:]
    pairs = occ[:, None] * virt
    exchange = pairs.T @ w @ pairs
    coulomb = virt.T @ ((w @ occ**2)[:, None] * virt)
    coupling = 2 * exchange if singlet else 0 * exchange
    a = np.diag(e[1:] - e[0]) + coupling - coulomb
    b = coupling - exchange
    squares = np.linalg.eigvals((a - b) @ (a + b))
    assert np.max(abs(squares.imag)) < 1e-7 and np.min(squares.real) > 0
    return np.sort(np.sqrt(squares.real))


def two_electron_states(kinetic, v, w, singlet):
    """All eigenstates of the interacting pair (full CI on the grid)."""
    m = len(v)
    one = kinetic + np.diag(v)
    full = np.kron(one, np.eye(m)) + np.kron(np.eye(m), one) + np.diag(w.ravel())
    i, j = np.triu_indices(m, 0 if singlet else 1)
    basis = np.zeros((m * m, len(i)))
    k = np.arange(len(i))
    basis[i * m + j, k] += 1
    basis[j * m + i, k] += 1 if singlet else -1
    basis /= np.linalg.norm(basis, axis=0)
    e, c = eigh(basis.T @ full @ basis)
    return e, (basis @ c).reshape(m, m, -1)


def optimized_exchange(kinetic, v_s, w, n_occ):
    """Exact exchange potential from the optimized-potential equation."""
    e, c = eigh(kinetic + np.diag(v_s))
    occ, virt = c[:, :n_occ], c[:, n_occ:]
    gamma = occ @ occ.T
    pairs = np.einsum("xi,xa->xia", occ, virt).reshape(len(v_s), -1)
    denom = (e[:n_occ, None] - e[None, n_occ:]).ravel()
    chi = 4 * (pairs / denom) @ pairs.T
    nonlocal_elements = (occ.T @ (-gamma * w) @ virt).ravel()
    slope = 4 * pairs @ (nonlocal_elements / denom)
    v_x = np.linalg.solve(chi - np.ones_like(chi), slope)
    return 2 * np.diag(gamma), gamma, v_x - v_x.mean(), occ


def spin_orbital_exchange(occ, w):
    """-1/2 sum <ij|w|ji> over explicit spin orbitals."""
    total = 0.0
    labels = [(k, s) for k in range(occ.shape[1]) for s in (0, 1)]
    for k, s in labels:
        for l, t in labels:
            if s == t:
                product = occ[:, k] * occ[:, l]
                total -= 0.5 * product @ w @ product
    return total


def centered(v):
    return v - v.mean()


x, kinetic, w = make_grid(sites)
v_ext = tilt * x
e, c, v_s, n = kohn_sham_pair(kinetic, v_ext, w)
gamma2 = np.outer(c[:, 0], c[:, 0])
f_pgg = pair_factor(gamma2) * w
gap = e[1] - e[0]
pair01 = c[:, 0] * c[:, 1]
k01 = pair01 @ w @ pair01

# Static exact exchange for two electrons, from the optimized potential.
probe = x / length
step = 1e-3
mid = optimized_exchange(kinetic, v_s, w, 1)
up = optimized_exchange(kinetic, v_s + step * probe, w, 1)
down = optimized_exchange(kinetic, v_s - step * probe, w, 1)
half_hartree = centered(-0.5 * w @ n)
err_vx = np.linalg.norm(mid[2] - half_hartree) / np.linalg.norm(half_hartree)
dn2 = (up[0] - down[0]) / (2 * step)
dvx2 = (up[2] - down[2]) / (2 * step)
err_f2 = np.linalg.norm(centered(f_pgg @ dn2) - dvx2) / np.linalg.norm(dvx2)
assert err_vx < 1e-6
assert err_f2 < 1e-5

# First order in the interaction strength, using the full two-electron problem.
lam = 1e-3
runs = []
for sign in (1, -1):
    v_lam = v_s - sign * lam * 0.5 * w @ n
    es, psi = two_electron_states(kinetic, v_lam, sign * lam * w, True)
    et, _ = two_electron_states(kinetic, v_lam, sign * lam * w, False)
    dens = 2 * np.sum(psi[:, :, 0]**2, axis=1)
    trans = 2 * np.einsum("xy,xyn->xn", psi[:, :, 0], psi[:, :, 1:])
    runs.append((es, et, dens, trans))
gaps = e[1:] - e[0]
pairs = c[:, :1] * c[:, 1:]


def chi_ks(omega):
    return (pairs * (4 * gaps / (omega**2 - gaps**2))) @ pairs.T


def chi_full(run, omega):
    exc = run[0][1:] - run[0][0]
    return (run[3] * (2 * exc / (omega**2 - exc**2))) @ run[3].T


density_slope = (runs[0][2] - runs[1][2]) / (2 * lam)
slope_without_vx = chi_ks(0.0) @ (0.5 * w @ n)
err_density = np.linalg.norm(density_slope) / np.linalg.norm(slope_without_vx)
assert err_density < 1e-4
freq_errors = []
for ratio in (0.0, 0.5, 1.3):
    omega = ratio * gap
    numeric = (chi_full(runs[0], omega) - chi_full(runs[1], omega)) / (2 * lam)
    formula = chi_ks(omega) @ (w + f_pgg) @ chi_ks(omega)
    err = np.linalg.norm(numeric - formula) / np.linalg.norm(formula)
    freq_errors.append((ratio, err))
    assert err < 1e-3  # central difference leaves an error of order lam^2
singlet_slope = ((runs[0][0][1] - runs[0][0][0])
                 - (runs[1][0][1] - runs[1][0][0])) / (2 * lam)
triplet_slope = ((runs[0][1][0] - runs[0][0][0])
                 - (runs[1][1][0] - runs[1][0][0])) / (2 * lam)
assert abs(singlet_slope - k01) < 1e-4 * k01
assert abs(triplet_slope + k01) < 1e-4 * k01

# Excitation energies: PGG against TDHF with its nonlocal exchange.
pgg_s, pgg_t = casida(e, c, w + f_pgg), casida(e, c, f_pgg)
hartree_only = casida(e, c, w)
e_hf, c_hf = hartree_fock_pair(kinetic, v_ext, w)
hf_s, hf_t = tdhf(e_hf, c_hf, w, True), tdhf(e_hf, c_hf, w, False)
spectrum_error = max(np.max(abs(pgg_s - hf_s)), np.max(abs(pgg_t - hf_t)))
assert spectrum_error < 1e-7
ci_s, _ = two_electron_states(kinetic, v_ext, w, True)
ci_t, _ = two_electron_states(kinetic, v_ext, w, False)

# Finer grid for the discretization error.
xf, kf, wf = make_grid(2 * sites + 1)
ef, cf, _, _ = kohn_sham_pair(kf, tilt * xf, wf)
ff = pair_factor(np.outer(cf[:, 0], cf[:, 0])) * wf
fine_s, fine_t = casida(ef, cf, wf + ff)[0], casida(ef, cf, ff)[0]

# Four electrons in the bare tilted wire, taken as Kohn-Sham potential.
mid = optimized_exchange(kinetic, v_ext, w, 2)
up = optimized_exchange(kinetic, v_ext + step * probe, w, 2)
down = optimized_exchange(kinetic, v_ext - step * probe, w, 2)
n4, g4 = mid[0], pair_factor(mid[1])
g_up, g_down = pair_factor(up[1]), pair_factor(down[1])
dn4 = (up[0] - down[0]) / (2 * step)
d2n4 = (up[0] - 2 * n4 + down[0]) / step**2
dg = (g_up - g_down) / (2 * step)
d2g = (g_up - 2 * g4 + g_down) / step**2
dvx4 = (up[2] - down[2]) / (2 * step)
hole_sum = g4 @ n4
assert np.max(abs(hole_sum + 1)) < 1e-9
ex4 = spin_orbital_exchange(mid[3], w)
assert abs(ex4 - 0.5 * n4 @ (g4 * w) @ n4) < 1e-10
ex_slope = (spin_orbital_exchange(up[3], w)
            - spin_orbital_exchange(down[3], w)) / (2 * step)
slater = (g4 * w) @ n4
first_order = slater @ dn4 + 0.5 * n4 @ (dg * w) @ n4
scale = abs(mid[2]) @ abs(dn4)
assert abs(ex_slope - mid[2] @ dn4) < 1e-4 * scale
assert abs(first_order - mid[2] @ dn4) < 1e-4 * scale
exact4 = dn4 @ dvx4
frozen4 = dn4 @ (g4 * w) @ dn4
mixed4 = 2 * dn4 @ (dg * w) @ n4
second4 = 0.5 * n4 @ (d2g * w) @ n4 + (slater - mid[2]) @ d2n4
assert abs(frozen4 + mixed4 + second4 - exact4) < 1e-3 * abs(frozen4)
root_n = np.sqrt(n4)
pgg_profile = (g4 * w) @ dn4
pgg_profile = pgg_profile - n4 @ pgg_profile / n4.sum()
exact_profile = dvx4 - n4 @ dvx4 / n4.sum()
err_f4 = (np.linalg.norm(root_n * (pgg_profile - exact_profile))
          / np.linalg.norm(root_n * exact_profile))
assert err_f4 > 1e-2

# A potential drop of 1 eV along the wire sets the scale of quadratic forms.
mev = 1000 / HARTREE
print(f"wire length: {length_A:.1f} angstrom")
print(f"softening length: {soft_A:.1f} angstrom")
print(f"potential tilt: {tilt_eV_A:.1f} eV/angstrom")
print(f"grid points: {sites}; spacing: {length_A / (sites + 1):.4f} angstrom")
print("TWO ELECTRONS")
print(f"Kohn-Sham gap: {gap * HARTREE:.4f} eV")
print(f"exchange integral K = (01|w|01): {k01 * HARTREE:.4f} eV")
print(f"singlet, gap + K: {(gap + k01) * HARTREE:.4f} eV")
print(f"triplet, gap - K: {(gap - k01) * HARTREE:.4f} eV")
print(f"singlet, two-level Casida: {np.sqrt(gap**2 + 2*gap*k01)*HARTREE:.4f} eV")
print(f"triplet, two-level Casida: {np.sqrt(gap**2 - 2*gap*k01)*HARTREE:.4f} eV")
print(f"singlet, PGG all levels: {pgg_s[0] * HARTREE:.4f} eV")
print(f"triplet, PGG all levels: {pgg_t[0] * HARTREE:.4f} eV")
print(f"singlet, PGG all levels: {pgg_s[0]:.5f} hartree")
print(f"triplet, PGG all levels: {pgg_t[0]:.5f} hartree")
print(f"singlet, TDHF: {hf_s[0] * HARTREE:.4f} eV")
print(f"triplet, TDHF: {hf_t[0] * HARTREE:.4f} eV")
print(f"largest PGG-TDHF difference, all states: {spectrum_error*HARTREE:.1e} eV")
print(f"singlet, Hartree kernel only: {hartree_only[0] * HARTREE:.4f} eV")
print(f"singlet, full CI: {(ci_s[1] - ci_s[0]) * HARTREE:.4f} eV")
print(f"triplet, full CI: {(ci_t[0] - ci_s[0]) * HARTREE:.4f} eV")
print(f"singlet, PGG, {2*sites+1} grid points: {fine_s * HARTREE:.4f} eV")
print(f"triplet, PGG, {2*sites+1} grid points: {fine_t * HARTREE:.4f} eV")
print(f"singlet energy slope in interaction: {singlet_slope*HARTREE:.4f} eV")
print(f"triplet energy slope in interaction: {triplet_slope*HARTREE:.4f} eV")
print(f"relative error of v_x = -v_H/2 against OEP: {err_vx:.1e}")
print(f"relative error of PGG static response against OEP: {err_f2:.1e}")
print(f"density slope relative to that without v_x: {err_density:.1e}")
for ratio, err in freq_errors:
    print(f"response slope error at frequency {ratio:.1f} x gap: {err:.1e}")
print("FOUR ELECTRONS, quadratic forms for a 1 eV drop along the wire")
print(f"exchange energy: {ex4 * HARTREE:.4f} eV")
print(f"pair factor g, smallest: {g4.min():.4f}; largest: {g4.max():.4f}")
print(f"exact exchange kernel: {exact4 * mev:.4f} meV")
print(f"PGG (frozen g): {frozen4 * mev:.4f} meV")
print(f"neglected, first response of g: {mixed4 * mev:.4f} meV")
print(f"neglected, second response of g: {second4 * mev:.4f} meV")
print(f"PGG / exact: {frozen4 / exact4:.4f}")
print(f"density-weighted relative error of PGG potential: {err_f4:.4f}")
print("finished without a failed check")
```

Running it gives:

```
wire length: 4.0 angstrom
softening length: 1.0 angstrom
potential tilt: 0.5 eV/angstrom
grid points: 31; spacing: 0.1250 angstrom
TWO ELECTRONS
Kohn-Sham gap: 6.0803 eV
exchange integral K = (01|w|01): 2.0427 eV
singlet, gap + K: 8.1230 eV
triplet, gap - K: 4.0376 eV
singlet, two-level Casida: 7.8619 eV
triplet, two-level Casida: 3.4828 eV
singlet, PGG all levels: 7.8570 eV
triplet, PGG all levels: 3.4717 eV
singlet, PGG all levels: 0.28874 hartree
triplet, PGG all levels: 0.12758 hartree
singlet, TDHF: 7.8570 eV
triplet, TDHF: 3.4717 eV
largest PGG-TDHF difference, all states: 8.0e-12 eV
singlet, Hartree kernel only: 9.2917 eV
singlet, full CI: 8.1272 eV
triplet, full CI: 4.3292 eV
singlet, PGG, 63 grid points: 7.8780 eV
triplet, PGG, 63 grid points: 3.4972 eV
singlet energy slope in interaction: 2.0427 eV
triplet energy slope in interaction: -2.0427 eV
relative error of v_x = -v_H/2 against OEP: 6.4e-13
relative error of PGG static response against OEP: 6.1e-11
density slope relative to that without v_x: 9.6e-08
response slope error at frequency 0.0 x gap: 1.3e-07
response slope error at frequency 0.5 x gap: 3.9e-07
response slope error at frequency 1.3 x gap: 1.2e-06
FOUR ELECTRONS, quadratic forms for a 1 eV drop along the wire
exchange energy: -24.9176 eV
pair factor g, smallest: -0.5000; largest: -0.0000
exact exchange kernel: -2.3779 meV
PGG (frozen g): -4.5576 meV
neglected, first response of g: 4.7271 meV
neglected, second response of g: -2.5474 meV
PGG / exact: 1.9167
density-weighted relative error of PGG potential: 2.1258
finished without a failed check
```
